# The van der Waals reference plane of an atom above a surface: test program

```python
"""
Van der Waals energy of a spherical atom at height z above a planar solid (z < 0):
    E(z) = -C3/(z - z0)^3 + O(z^-5)
    C3 = (1/4 pi) Int du alpha(iu) g0(iu),      g0 = (eps - 1)/(eps + 1)
    z0 = Int du alpha g0 Z / Int du alpha g0,   Z = (eps*d_perp + d_par)/(eps + 1)
alpha : atomic dipole polarizability (volume), eps : bulk dielectric function,
d_perp: centroid of the charge induced by a uniform normal field,
d_par : centroid of the fall of the tangential displacement field,
g(q)  : surface response; potential outside is exp(qz) - g exp(-qz).
Energies (hbar*frequency) are in eV and lengths in angstrom.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import erf

plasmon = 12.0      # bulk plasmon energy, eV
atom_energy = 10.0  # atomic oscillator energy, eV
alpha_static = 2.0  # static polarizability, angstrom^3
width = 2.0         # width of the linear density ramp, angstrom
hbar_beta = 10.0    # hydrodynamic stiffness, eV angstrom
surface_plasmon = plasmon / np.sqrt(2)

# imaginary-frequency grid
nodes, weights = np.polynomial.legendre.leggauss(64)
theta = np.pi * (nodes + 1) / 4
u = surface_plasmon * np.tan(theta)
du = weights * np.pi / 4 * surface_plasmon / np.cos(theta)**2
chi = plasmon**2 / u**2            # eps - 1
eps = 1 + chi
g0 = chi / (chi + 2)
alpha = alpha_static * atom_energy**2 / (atom_energy**2 + u**2)
C3 = np.sum(du * alpha * g0) / (4 * np.pi)


def average(values):
    return np.sum(du * alpha * g0 * values) / np.sum(du * alpha * g0)


def slab_response(slabs, eps_bulk, thickness, q, z_top):
    """g from the field equation, solved slab by slab from the bulk outwards."""
    tangent = np.tanh(q * thickness)
    ratio = eps_bulk + 0 * q       # eps*phi'/(q*phi)
    for e in slabs:
        ratio = e * (ratio + e * tangent) / (e + ratio * tangent)
    return np.exp(2 * q * z_top) * (ratio - 1) / (ratio + 1)


def ramp_response(q):
    count = 800
    filling = 1 - (np.arange(count) + 0.5) / count
    slabs = (1 + chi[:, None] * f for f in filling)
    return slab_response(slabs, eps[:, None], width / count, q[None, :], width / 2)


def hydro_response(q):
    """g from continuity of potential and field, and no current through the wall."""
    uu, qq = np.meshgrid(u, q, indexing="ij")
    kappa = np.sqrt(qq**2 + (plasmon**2 + uu**2) / hbar_beta**2)
    matrix = np.zeros(uu.shape + (3, 3))
    matrix[..., 0, :] = 1.0
    matrix[..., 1, 0] = -1.0
    matrix[..., 1, 1] = 1.0
    matrix[..., 1, 2] = kappa / qq
    matrix[..., 2, 1] = -plasmon**2 * qq
    matrix[..., 2, 2] = kappa * (hbar_beta**2 * (kappa**2 - qq**2) - plasmon**2)
    rhs = np.zeros(uu.shape + (3, 1))
    rhs[..., 0, 0] = 1.0
    rhs[..., 1, 0] = 1.0
    return np.linalg.solve(matrix, rhs)[..., 0, 0]


lag_x, lag_w = np.polynomial.laguerre.laggauss(24)


def full_energy(response, z):
    """Dipole energy with the full wave-vector dependence of g."""
    g = response(lag_x / (2 * z))
    q_integral = g @ (lag_w * lag_x**2) / (8 * z**3)
    return -np.sum(du * alpha * q_integral) / np.pi


# Test: zero-point energy of atom and surface plasmon coupled by the image field
z_far = 30.0
normal = np.array([0.0, 0.0, 1.0])
dipole_tensor = (3 * np.outer(normal, normal) - np.eye(3)) / (2 * z_far)**3
image_field = dipole_tensor @ np.diag([-1.0, -1.0, 1.0])
zero_point = 0.0
for strength in np.diag(image_field):
    c = atom_energy * surface_plasmon * np.sqrt(alpha_static * strength)
    squares = np.linalg.eigvalsh([[atom_energy**2, c], [c, surface_plasmon**2]])
    zero_point += 0.5 * (np.sqrt(squares).sum() - atom_energy - surface_plasmon)
C3_modes = -zero_point * z_far**3
assert abs(C3_modes / C3 - 1) < 1e-3   # higher orders in the coupling remain

# Test: first-order response of an asymmetric profile with d_par different from zero
edges = np.linspace(-4, 4, 4001)


def bumpy(z):
    return 1 + 2 * (1 - erf(z / 0.5)) + 3 * np.exp(-((z - 0.7) / 0.4)**2)


middle = (edges[1:] + edges[:-1]) / 2
charge = np.diff(1 / bumpy(edges))     # induced charge at fixed normal displacement
fall = np.diff(bumpy(edges))           # tangential displacement at fixed field
d_perp_b = np.sum(middle * charge) / charge.sum()
d_par_b = np.sum(middle * fall) / fall.sum()
eps_b = 5.0
Z_b = (eps_b * d_perp_b + d_par_b) / (eps_b + 1)
q_small = np.array([1e-3, 2e-3])
g_b = slab_response(bumpy(middle), eps_b, edges[1] - edges[0], q_small, edges[-1])
slopes = (g_b * (eps_b + 1) / (eps_b - 1) - 1) / (2 * q_small)
Z_b_numeric = 2 * slopes[0] - slopes[1]
assert abs(Z_b_numeric - Z_b) < 2e-4
assert abs(d_par_b) > 0.1 and abs(Z_b_numeric - d_perp_b) > 0.01

# Test: a uniform tangential force moves interacting electrons rigidly.
# Two electrons, any interaction depending on x1-x2, z1, z2, that has ground state f.
x1, x2, z1, z2, t = sp.symbols("x1 x2 z1 z2 t", real=True)
shift = t**3
velocity = sp.diff(shift, t)
f = sp.exp(-(x1 - x2)**2 * (1 + z1**2) - z1**2 - z1 * z2 - z2**4)


def laplacian(h):
    return sum(sp.diff(h, v, 2) for v in (x1, x2, z1, z2))


interaction = sp.simplify(laplacian(f) / (2 * f))
phase = sp.integrate(velocity**2, t)
psi = sp.exp(sp.I * velocity * (x1 + x2) - sp.I * phase) * f
force = sp.diff(shift, t, 2)
residual = (sp.I * sp.diff(psi, t) + laplacian(psi) / 2) / psi \
    - interaction + force * (x1 + x2)
assert sp.simplify(residual) == 0


# Induced-charge centroids of the two model surfaces
def ramp_centroid(x):
    return width / 2 * (x + 2) / x - width * (1 + x) * np.log1p(x) / x**2


grid = np.linspace(-width / 2, width / 2, 20001)
for x in (0.5, 4.0, 50.0):
    induced = np.diff(1 / (1 + x * (0.5 - grid / width)))
    centroid = np.sum((grid[1:] + grid[:-1]) / 2 * induced) / induced.sum()
    assert abs(centroid - ramp_centroid(x)) < 1e-5

d_ramp = ramp_centroid(chi)
d_hydro = -hbar_beta / np.sqrt(plasmon**2 + u**2)
share = eps / (eps + 1)
z0_ramp, z0_hydro = average(share * d_ramp), average(share * d_hydro)
naive_ramp, naive_hydro = average(d_ramp), average(d_hydro)


# Test: reference plane read off from the full energy at large height
def plane_from_energy(response):
    near, far = [z - (C3 / -full_energy(response, z))**(1 / 3) for z in (100., 200.)]
    return 2 * far - near              # removes the 1/z remainder


fit_ramp = plane_from_energy(ramp_response)
fit_hydro = plane_from_energy(hydro_response)
assert abs(fit_ramp - z0_ramp) < 5e-4
assert abs(fit_hydro - z0_hydro) < 5e-4
assert abs(fit_ramp - naive_ramp) > 0.02 and abs(fit_hydro - naive_hydro) > 0.02

# Test: what remains beyond the shifted cube falls as z^-5
rest = [full_energy(hydro_response, z) + C3 / (z - z0_hydro)**3 for z in (80., 160.)]
power = np.log2(abs(rest[0] / rest[1]))
assert abs(power - 5) < 0.2

bohr = const.physical_constants["Bohr radius"][0] / const.angstrom
hartree = const.physical_constants["Hartree energy in eV"][0]
print(f"bulk plasmon energy            {plasmon:.1f} eV")
print(f"surface plasmon energy         {surface_plasmon:.4f} eV")
print(f"atomic oscillator energy       {atom_energy:.1f} eV")
print(f"static polarizability          {alpha_static:.1f} angstrom^3")
print(f"A: ramp width                  {width:.1f} angstrom")
print(f"B: hbar*beta                   {hbar_beta:.1f} eV angstrom")
print(f"C3 from frequency integral     {C3:.5f} eV angstrom^3")
print(f"C3 from coupled zero-point     {C3_modes:.5f} eV angstrom^3")
print(f"C3 converted                   {C3 / hartree / bohr**3:.5f} hartree bohr^3")
print("asymmetric profile, bulk eps = %.1f (no unit), lengths in angstrom:" % eps_b)
print(f"  d_perp {d_perp_b:.4f}  d_par {d_par_b:.4f}")
print(f"  Z formula {Z_b:.4f}  Z from slab solution {Z_b_numeric:.4f}")
print("hbar*u (eV), eps, g0, eps/(eps+1), then A: d_perp, Z; B: d_perp, Z (angstrom)")
for energy in (1.0, 5.0, 10.0, 20.0, 40.0):
    x = plasmon**2 / energy**2
    part = (1 + x) / (2 + x)
    dA = ramp_centroid(x)
    dB = -hbar_beta / np.sqrt(plasmon**2 + energy**2)
    print(f"  {energy:4.0f} {1 + x:9.4f} {x / (x + 2):.4f} {part:.4f}"
          f"  {dA:.4f} {part * dA:.4f}  {dB:.4f} {part * dB:.4f}")
print(f"mean of eps/(eps+1), weight alpha*g0   {average(share):.4f} (no unit)")
for name, z0, fit, naive, static in (
        ("A", z0_ramp, fit_ramp, naive_ramp, width / 2),
        ("B", z0_hydro, fit_hydro, naive_hydro, -hbar_beta / plasmon)):
    print(f"{name}: static image plane           {static:.4f} angstrom")
    print(f"{name}: z0 from centroid formula     {z0:.4f} angstrom")
    print(f"{name}: z0 from full energy          {fit:.4f} angstrom")
    print(f"{name}: without factor eps/(eps+1)   {naive:.4f} angstrom")
    print(f"{name}: z0 converted                 {z0 / bohr:.4f} bohr")
print(f"B: power of remainder, 80 to 160 angstrom  {power:.3f} (no unit)")
print("z (angstrom); energies in eV: full dipole, -C3/z^3, -C3/(z-z0)^3")
for name, response, z0 in (("A", ramp_response, z0_ramp),
                           ("B", hydro_response, z0_hydro)):
    for z in (4.0, 6.0, 10.0):
        print(f"  {name} {z:4.0f}  {full_energy(response, z):.6f}"
              f"  {-C3 / z**3:.6f}  {-C3 / (z - z0)**3:.6f}")
print("all assertions hold")
```

Printed output:

```
bulk plasmon energy            12.0 eV
surface plasmon energy         8.4853 eV
atomic oscillator energy       10.0 eV
static polarizability          2.0 angstrom^3
A: ramp width                  2.0 angstrom
B: hbar*beta                   10.0 eV angstrom
C3 from frequency integral     1.14757 eV angstrom^3
C3 from coupled zero-point     1.14758 eV angstrom^3
C3 converted                   0.28459 hartree bohr^3
asymmetric profile, bulk eps = 5.0 (no unit), lengths in angstrom:
  d_perp 1.0433  d_par 0.5317
  Z formula 0.9581  Z from slab solution 0.9581
hbar*u (eV), eps, g0, eps/(eps+1), then A: d_perp, Z; B: d_perp, Z (angstrom)
     1  145.0000 0.9863 0.9932  0.9443 0.9378  -0.8305 -0.8248
     5    6.7600 0.7423 0.8711  0.5685 0.4952  -0.7692 -0.6701
    10    2.4400 0.4186 0.7093  0.2897 0.2055  -0.6402 -0.4541
    20    1.3600 0.1525 0.5763  0.1022 0.0589  -0.4287 -0.2471
    40    1.0900 0.0431 0.5215  0.0287 0.0150  -0.2395 -0.1249
mean of eps/(eps+1), weight alpha*g0   0.8648 (no unit)
A: static image plane           1.0000 angstrom
A: z0 from centroid formula     0.5690 angstrom
A: z0 from full energy          0.5690 angstrom
A: without factor eps/(eps+1)   0.6175 angstrom
A: z0 converted                 1.0753 bohr
B: static image plane           -0.8333 angstrom
B: z0 from centroid formula     -0.6558 angstrom
B: z0 from full energy          -0.6558 angstrom
B: without factor eps/(eps+1)   -0.7413 angstrom
B: z0 converted                 -1.2393 bohr
B: power of remainder, 80 to 160 angstrom  4.826 (no unit)
z (angstrom); energies in eV: full dipole, -C3/z^3, -C3/(z-z0)^3
  A    4  -0.031161  -0.017931  -0.028413
  A    6  -0.007449  -0.005313  -0.007164
  A   10  -0.001387  -0.001148  -0.001368
  B    4  -0.011443  -0.017931  -0.011371
  B    6  -0.003899  -0.005313  -0.003892
  B   10  -0.000949  -0.001148  -0.000948
all assertions hold
```
